# Electron Subbands in a Uniform Field Against a Hard Wall

**The system.** A gate drives electrons against one face of an amorphous oxide film. The film occupies $z>0$, and its face at $z=0$ is an impenetrable wall. The electric field inside the film is uniform, has strength $F$ and points along $+z$. Hartree atomic units are used, so the electron has charge $-1$ and feels a force $-F$, towards the wall. Its potential energy, measured from the band edge at the wall, is $U(z)=Fz$.

The conduction band is taken as parabolic, with mass $m$ along $z$ and $m_\parallel$ in the plane. Disorder, image forces and the field of the channel electrons themselves are left out. Until part (f) the film is thick enough for its far face to be ignored.

For numbers, take the round model parameters $m=0.30$ and $F=2.0\times10^{-4}$, a field of $1.03$ MV/cm. They represent no particular oxide.

## (a) How must the energies scale with field and mass?

*Separate the in-plane motion, and find the powers of $F$ and $m$ without solving the remaining equation.*

**Solution.** Nothing depends on the in-plane position $\mathbf r$, so $\Psi=e^{i\mathbf k\cdot\mathbf r}\psi(z)$. The total energy is $E+k^2/(2m_\parallel)$, where the subband edge $E$ follows from

$$-\frac{1}{2m}\frac{d^2\psi}{dz^2}+Fz\,\psi=E\psi,\qquad \psi(0)=0,$$

with $\psi$ normalizable. Put $z=\ell x$:

$$-\frac{1}{2m\ell^2}\frac{d^2\psi}{dx^2}+F\ell\,x\,\psi=E\psi .$$

The two coefficients are equal if $1/(2m\ell^2)=F\ell$, that is, if

$$\ell=(2mF)^{-1/3}.$$

Division by $F\ell$, with $\varepsilon=E/(F\ell)$, leaves

$$-\psi''+x\psi=\varepsilon\psi,\qquad \psi(0)=0 .$$

No parameter remains, so each allowed $\varepsilon$ is a pure number, and

$$E=\varepsilon F\ell=\varepsilon\,F\,(2mF)^{-1/3}=\varepsilon\left(\frac{F^2}{2m}\right)^{1/3}.$$

Every level therefore varies as $F^{2/3}m^{-1/3}$. The argument needs a wall that introduces no length or energy of its own. Physically, a stronger force squeezes the state, $\ell\propto F^{-1/3}$, so the potential energy $F\ell$ grows more slowly than $F$.

Here $\ell=(1.2\times10^{-4})^{-1/3}=20.27\,a_0$ (1.07 nm), and the energy unit is $F\ell=4.055$ m$E_h$.

## (b) Which solution dies out far from the wall?

*With $y=x-\varepsilon$ the equation is $\psi''=y\psi$. Construct a decaying solution and show that it is unique up to a factor.*

**Solution.** Consider

$$\mathrm{Ai}(y)=\frac1{2\pi}\int e^{i(q^3/3+yq)}\,dq,\qquad q=s+i\eta,\quad -\infty<s<\infty,\quad \eta>0 .$$

Expanding $q^3$ gives the exponent

$$i\left(\frac{q^3}{3}+yq\right)=-\eta s^2+\frac{\eta^3}{3}-y\eta+i\left(\frac{s^3}{3}-\eta^2s+ys\right).$$

The factor $e^{-\eta s^2}$ makes the integral converge and allows differentiation under it. By Cauchy's theorem the value does not depend on $\eta$. Each derivative with respect to $y$ brings down $iq$, hence

$$\mathrm{Ai}''-y\,\mathrm{Ai}=-\frac1{2\pi}\int(q^2+y)\,e^{i(q^3/3+yq)}dq=\frac{i}{2\pi}\int\frac{d}{dq}e^{i(q^3/3+yq)}dq=0,$$

because the exponential vanishes at both ends.

For $y>0$ choose $\eta=\sqrt y$. The terms linear in $s$ cancel, and the part of the integrand odd in $s$ drops out:

$$\mathrm{Ai}(y)=\frac{e^{-\xi}}{2\pi}\int_{-\infty}^{\infty}e^{-\sqrt y\,s^2}\cos\frac{s^3}{3}\,ds,\qquad \xi=\tfrac23y^{3/2}.$$

Since $|\cos|\le1$ and the Gaussian integral is $\sqrt\pi\,y^{-1/4}$,

$$|\mathrm{Ai}(y)|\le\frac{e^{-\xi}}{2\sqrt\pi\,y^{1/4}} .$$

For large $y$ the Gaussian is so narrow that the cosine is nearly 1, and $\mathrm{Ai}$ approaches this bound. It is thus positive there and not identically zero.

Let $\chi$ be an independent solution. The Wronskian $W=\mathrm{Ai}\,\chi'-\mathrm{Ai}'\chi$ is constant, since $W'=\mathrm{Ai}\,y\chi-y\,\mathrm{Ai}\,\chi=0$, and it is not zero. Hence $(\chi/\mathrm{Ai})'=W/\mathrm{Ai}^2\approx4\pi W\sqrt y\,e^{2\xi}$. As $\xi'=\sqrt y$, integration gives $\chi/\mathrm{Ai}\approx2\pi W e^{2\xi}$, so that

$$\chi\approx\frac{\sqrt\pi\,W\,e^{\xi}}{y^{1/4}} .$$

This grows without limit. Any normalizable solution is therefore a multiple of $\mathrm{Ai}(x-\varepsilon)$.

## (c) What are the subband energies?

*Impose the wall condition, and count the nodes of each state.*

**Solution.** At $x=0$ the condition is

$$\mathrm{Ai}(-\varepsilon)=0 .$$

To locate the roots, multiply $-\psi''+x\psi=\varepsilon\psi$ by $\psi^*$ and integrate by parts. The boundary term vanishes at the wall and at infinity, leaving

$$\int_0^\infty\left(|\psi'|^2+x|\psi|^2\right)dx=\varepsilon\int_0^\infty|\psi|^2dx .$$

So $\varepsilon$ is real and positive, and the zeros of $\mathrm{Ai}$ on the real axis all lie at negative argument. Call them $-a_1>-a_2>\dots$. Then

$$E_n=a_n\left(\frac{F^2}{2m}\right)^{1/3},\qquad \mathrm{Ai}(-a_n)=0,\qquad n=1,2,\dots$$

The function $\mathrm{Ai}(x-a_n)$ vanishes inside the film at $x=a_n-a_j$ with $j<n$, so state $n$ has $n-1$ interior nodes.

With $a_1=2.3381$ and $a_2=4.0879$,

$$E_1=2.3381\times4.0548=9.481\ \mathrm{m}E_h=0.258\ \mathrm{eV},$$
$$E_2=4.0879\times4.0548=16.576\ \mathrm{m}E_h=0.451\ \mathrm{eV}.$$

The gap is $0.193$ eV. Diagonalizing the Hamiltonian on a grid, without Airy functions, gives the same energies to the printed digits. Varying the parameters there gives the powers $0.666667$ for $F$ and $-0.333333$ for $m$.

## (d) How are the high levels spaced?

*Find the large zeros from the integral in (b).*

**Solution.** Let $y=-X$ with $X$ large. The phase $\phi(q)=q^3/3-Xq$ is stationary at $q=\pm\sqrt X$. At the positive point

$$\phi=\tfrac13X^{3/2}-X^{3/2}=-\tfrac23X^{3/2},\qquad \phi''=2\sqrt X .$$

With $q=\sqrt X+u$, the neighbourhood of this point contributes

$$\frac1{2\pi}e^{-2iX^{3/2}/3}\int e^{i\sqrt X\,u^2}du=\frac{1}{2\sqrt\pi\,X^{1/4}}\,e^{-i(2X^{3/2}/3-\pi/4)} .$$

The relevant $u$ are of order $X^{-1/4}$, so the neglected phase $u^3/3$ is of order $X^{-3/4}$ and vanishes in the limit. The other stationary point gives the complex conjugate. The sum is

$$\mathrm{Ai}(-X)\approx\frac{1}{\sqrt\pi\,X^{1/4}}\cos\left(\tfrac23X^{3/2}-\tfrac\pi4\right).$$

There are thus infinitely many zeros. Setting the argument of the cosine to $(n-\tfrac12)\pi$ gives $\tfrac23X^{3/2}=(n-\tfrac14)\pi$, or

$$a_n\approx\left[\frac{3\pi(4n-1)}{8}\right]^{2/3}.$$

The asymptotic form alone does not prove that this $n$ counts from the first zero; the numbers confirm it for the first four. The estimate for $n=1$ is $2.3203$, an error of $0.76\%$ of $a_1$, and the error falls to $0.03\%$ at $n=4$.

Since $a_n\propto n^{2/3}$ for large $n$, the spacing shrinks as $n^{-1/3}$. The first three spacings already decrease, from $7.10$ to $5.81$ to $5.13$ m$E_h$.

## (e) How far from the wall is the electron?

*Normalize the states, then find the mean distance and the kinetic energy of motion along $z$.*

**Solution.** Airy's equation gives

$$\frac{d}{dy}\left(y\,\mathrm{Ai}^2-\mathrm{Ai}'^2\right)=\mathrm{Ai}^2+2y\,\mathrm{Ai}\,\mathrm{Ai}'-2\,\mathrm{Ai}'\,(y\,\mathrm{Ai})=\mathrm{Ai}^2 .$$

Integrate from $-a_n$, where $\mathrm{Ai}=0$, to infinity, where $\mathrm{Ai}$ and $\mathrm{Ai}'$ vanish exponentially. The result is $\int\mathrm{Ai}^2dy=\mathrm{Ai}'(-a_n)^2$. Since $dz=\ell\,dy$,

$$\psi_n(z)=\frac{\mathrm{Ai}(z/\ell-a_n)}{\sqrt\ell\,|\mathrm{Ai}'(-a_n)|} .$$

For the mean distance, differentiate $E_n=\langle\psi_n|H|\psi_n\rangle$ with respect to $F$. The wall stays fixed, so $\partial\psi_n/\partial F$ also vanishes there and $H$ may act to either side. The terms from the changing state add up to $E_n\,d\langle\psi_n|\psi_n\rangle/dF=0$. What remains is $\langle\partial H/\partial F\rangle=\langle z\rangle$, and with $E_n\propto F^{2/3}$

$$\langle z\rangle_n=\frac{dE_n}{dF}=\frac{2E_n}{3F},\qquad \langle T\rangle_n=E_n-F\langle z\rangle_n=\frac{E_n}{3} .$$

For $n=1$ the classical turning point is $E_1/F=47.4\,a_0$, and $\langle z\rangle_1$ is two thirds of it, $31.6\,a_0$. The kinetic energy is $9.481/3=3.160$ m$E_h$. The grid states reproduce both values.

## (f) What does the far face of the film do?

*Place a second hard wall at $z=t$. Find the level condition, and the leading shift when the film is thick.*

**Solution.** The growing solution is now allowed. Take the standard one, $\mathrm{Bi}$, for which $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\,\mathrm{Bi}=1/\pi$. Let $\tau=t/\ell$ and $\psi=\alpha\,\mathrm{Ai}(x-\varepsilon)+\beta\,\mathrm{Bi}(x-\varepsilon)$. The conditions $\psi=0$ at $x=0$ and $x=\tau$ have a nonzero solution $(\alpha,\beta)$ only if their determinant vanishes:

$$\mathrm{Ai}(-\varepsilon)\,\mathrm{Bi}(\tau-\varepsilon)=\mathrm{Bi}(-\varepsilon)\,\mathrm{Ai}(\tau-\varepsilon).$$

For a thick film write $\varepsilon=a_n+\delta$. To first order $\mathrm{Ai}(-a_n-\delta)\approx-\delta\,\mathrm{Ai}'(-a_n)$. The right-hand side is already small, so $\delta$ may be dropped in the other functions:

$$-\delta\,\mathrm{Ai}'(-a_n)=\mathrm{Bi}(-a_n)\,\frac{\mathrm{Ai}(\tau-a_n)}{\mathrm{Bi}(\tau-a_n)} .$$

At $-a_n$ the Wronskian reduces to $-\mathrm{Ai}'(-a_n)\,\mathrm{Bi}(-a_n)=1/\pi$, so $\mathrm{Bi}(-a_n)=-1/[\pi\,\mathrm{Ai}'(-a_n)]$ and

$$\delta\approx\frac{\mathrm{Ai}(\tau-a_n)}{\pi\,\mathrm{Ai}'(-a_n)^2\,\mathrm{Bi}(\tau-a_n)}\approx\frac{\exp\left[-\tfrac43(\tau-a_n)^{3/2}\right]}{2\pi\,\mathrm{Ai}'(-a_n)^2} .$$

The last form uses the large-argument results of (b), with $W=1/\pi$ for $\mathrm{Bi}$, and needs $\tau-a_n\gg1$. The far wall matters little when it lies well beyond the turning point $a_n\ell$, because it then meets only the tunnelling tail.

At $t=100\,a_0$ the two-wall condition raises $E_1$ by $4.747\times10^{-3}$ m$E_h$, which is $0.05\%$ of $E_1$. The first-order formula, with the Airy functions kept, gives $4.730\times10^{-3}$ m$E_h$, too small by $0.4\%$ of the shift. At $75\,a_0$ the shift is $0.149$ m$E_h$, and the formula is $7\%$ too small. The second subband is less fortunate: its half-line turning point, $82.9\,a_0$, lies outside a $75\,a_0$ film, so its energy there needs the full condition.

## (g) What replaces the two-thirds law in a very thin channel?

*Treat the field as a perturbation, and follow the power law from thick to thin.*

**Solution.** Without the field, the ground state between the walls is $\sqrt{2/t}\,\sin(\pi z/t)$, with energy $\pi^2/(2mt^2)$. Its density is symmetric about the middle, so $\langle z\rangle=t/2$ and

$$E_1=\frac{\pi^2}{2mt^2}+\frac{Ft}{2}+O(F^2).$$

The quadratic term is negative, as second-order perturbation theory requires for a ground state: the field pulls the density towards the wall at $z=0$. The expansion is safe when $Ft$ is small compared with the distance to the next box level, $3\pi^2/(2mt^2)$, that is, when $2mFt^3=\tau^3\ll3\pi^2\approx30$. This condition is cautious: at $t=50\,a_0$, where $\tau^3=15$, the two terms give $6.58+5.00=11.58$ m$E_h$, only $1.4\%$ above the value in the table below.

At $t=20\,a_0$, where $\tau^3\approx0.96$, the two terms give $41.123+2.000=43.123$ m$E_h$. The grid value is $43.119$ m$E_h$. The remainder, $-0.0042$ m$E_h$, grows by a factor $4.00$ when $F$ is doubled, as a quadratic term should.

A local power measures the crossover:

$$p=\frac{d\ln E_1}{d\ln F}=\frac{F}{E_1}\frac{dE_1}{dF}=\frac{F\langle z\rangle}{E_1} .$$

| $t$ ($a_0$) | $t/\ell$ | $E_1$ (m$E_h$) | $p$ |
|---|---|---|---|
| 150 | 7.40 | 9.481 | 0.667 |
| 100 | 4.93 | 9.485 | 0.664 |
| 75 | 3.70 | 9.630 | 0.621 |
| 50 | 2.47 | 11.416 | 0.409 |
| 20 | 0.99 | 43.119 | 0.046 |

At $50\,a_0$ (2.6 nm) the film barely contains the half-line turning point, and $E_1$ is already $20\%$ above the half-line value. At $20\,a_0$ confinement by the two faces sets the energy, and the field adds a small, nearly linear part.

By the scaling in (a), $E_1/(F\ell)$ depends on $\tau$ alone, and so does $p$. Since $\tau\propto F^{1/3}t$, a stronger field brings the two-thirds law back, but slowly. To reach $p=0.62$ in the $20\,a_0$ film, $\tau$ must rise from $0.986$ to $3.70$, and the field by $(3.70/0.986)^3\approx53$, to about 54 MV/cm. Oxide films break down at far lower fields, so this return is a property of the model and not something a device can reach. The level would also lie some 3.7 eV above the band edge at the wall, where a parabolic band can no longer be taken for granted.

Other limits apply even to thick films. By Gauss's law, a sheet density $n_s$ in a film of dielectric constant $\kappa$ changes the field across the charge by $4\pi n_s/\kappa$, which must be small compared with $F$. With a single gate and no other charge this fails: the channel electrons end the whole field, the potential flattens behind them, and the gap found here no longer applies. A nearly uniform field needs a second gate or fixed charge beyond the electrons. A barrier of finite height $V_0$ lets the state leak out over a length of about $1/\sqrt{2m_bV_0}$, where $m_b$ is the mass in the barrier; if $m_b$ is comparable with $m$, this length must be short compared with $\ell$ and, in a thin film, with $t$. The thin film is the more sensitive, because its box energy varies as the inverse square of the width. With $V_0=3$ eV and $m_b=m$ the length is $3.9\,a_0$, and widening the $20\,a_0$ film by this much at each face multiplies the box energy by $(20/27.8)^2\approx0.52$. The hard-wall energy in the last row of the table is then nearly twice too large. Finally, disorder must broaden the levels by much less than their gap, here $0.19$ eV, if separate subbands are to be resolved. This is a severe demand: in a simple Drude estimate with in-plane mass $m_\parallel=0.30$, a mobility of 20 cm$^2$/(V s) already means a broadening $\hbar/\tau_s$ of about $0.19$ eV, where $\tau_s$ is the scattering time. Resolved subbands cannot be assumed in an amorphous oxide. The numerical output below lists the computed levels, mean distances and shifts.

## Numbers as computed

```
mass m = 0.30 electron masses
force F = 2.0e-04 Eh/a0
electric field = 1.0284 MV/cm
natural length = 20.2740 a0 = 1.0729 nm
energy unit (F^2/2m)^(1/3) = 4.05480 mEh
n=1: a_n = 2.338107, large-n estimate = 2.320251, relative error = 0.764 %
n=1: E formula = 9.48056 mEh = 0.25798 eV, E grid = 9.48056 mEh
n=1: grid mean z = 31.602 a0, turning point E/F = 47.403 a0, grid kinetic energy = 3.1602 mEh
n=1: grid power of F = 0.666667, grid power of m = -0.333333
n=2: a_n = 4.087949, large-n estimate = 4.081810, relative error = 0.150 %
n=2: E formula = 16.57582 mEh = 0.45105 eV, E grid = 16.57582 mEh
n=2: grid mean z = 55.252 a0, turning point E/F = 82.879 a0, grid kinetic energy = 5.5253 mEh
n=2: grid power of F = 0.666667, grid power of m = -0.333333
n=3: a_n = 5.520560, large-n estimate = 5.517164, relative error = 0.062 %
n=3: E formula = 22.38477 mEh = 0.60912 eV, E grid = 22.38477 mEh
n=3: grid mean z = 74.615 a0, turning point E/F = 111.924 a0, grid kinetic energy = 7.4616 mEh
n=3: grid power of F = 0.666667, grid power of m = -0.333333
n=4: a_n = 6.786708, large-n estimate = 6.784454, relative error = 0.033 %
n=4: E formula = 27.51875 mEh = 0.74882 eV, E grid = 27.51875 mEh
n=4: grid mean z = 91.728 a0, turning point E/F = 137.594 a0, grid kinetic energy = 9.1730 mEh
n=4: grid power of F = 0.666667, grid power of m = -0.333333
gap E2-E1 = 7.09526 mEh = 0.19307 eV
t=150 a0: t/length = 7.399, E1 grid = 9.48056 mEh, local power of F = 0.6667
t=150 a0: shift from two-wall condition = 3.2967e-07 mEh
t=150 a0: first-order shift = 3.2967e-07 mEh
t=100 a0: t/length = 4.932, E1 grid = 9.48531 mEh, local power of F = 0.6640
t=100 a0: shift from two-wall condition = 4.7469e-03 mEh
t=100 a0: first-order shift = 4.7298e-03 mEh
t=75 a0: t/length = 3.699, E1 grid = 9.62962 mEh, local power of F = 0.6209
t=75 a0: shift from two-wall condition = 1.4906e-01 mEh
t=75 a0: first-order shift = 1.3799e-01 mEh
t=50 a0: t/length = 2.466, E1 grid = 11.41589 mEh, local power of F = 0.4094
t=50 a0: shift from two-wall condition = 1.9353e+00 mEh
t=20 a0: t/length = 0.986, E1 grid = 43.11914 mEh, local power of F = 0.0462
t=20 a0: shift from two-wall condition = 3.3639e+01 mEh
t=20 a0: box energy = 41.12335 mEh, F*t/2 = 2.00000 mEh
t=20 a0: thin-film estimate = 43.12335 mEh
t=20 a0: remainder at F = -0.00421 mEh, ratio on doubling F = 3.9998
```
